# Sidewall Angle from the X-ray Scattering Ridges of a Trapezoidal Line

## A line with vertical walls

Take a long line of rectangular cross-section, with width \(W\) along \(x\) and height \(h\) along \(z\), the wafer normal. The origin is at its centre and its electron density is uniform. In the Born approximation each part of the line scatters the incident wave once. The scattered intensity is then proportional to \(|F|^2\), where

\[
F(q_x,q_z)=\int e^{-i(q_xx+q_zz)}\,dx\,dz .
\]

The two integrals separate:

\[
F=\frac{2\sin(q_xW/2)}{q_x}\;h\,S\!\left(\frac{q_zh}{2}\right),\qquad S(a)=\frac{\sin a}{a},\quad S(0)=1 .
\]

At large \(q_x\) the intensity is concentrated near \(q_z=0\), because \(S\) first vanishes at \(q_z=\pm2\pi/h\). This streak runs along \(q_x\), the normal to both vertical walls. Tilting the walls in opposite directions splits it into two ridges. The angle can be read from them only when they are far enough apart, by a condition derived below, and even then interference between the walls generally displaces the maxima.

## The trapezoid

Let each flat sidewall make an angle \(\beta\) with the wafer normal, hence \(90^\circ-\beta\) with the wafer plane. Define \(t=\tan\beta\) and the horizontal run of one wall \(s=ht\). From here \(W\) is the width at mid-height. For \(-h/2\le z\le h/2\) the half-width is

\[
a(z)=\frac W2-tz ,
\]

and \(s<W\) keeps the top width positive. Integrating over \(x\) at fixed \(z\) gives

\[
\int_{-a}^{a}e^{-iq_xx}dx=\frac{e^{iq_xa(z)}-e^{-iq_xa(z)}}{iq_x}.
\]

The first term comes from the left wall and the second from the right. Inserting \(a(z)\),

\[
F=\frac1{iq_x}\left[e^{iq_xW/2}\!\int_{-h/2}^{h/2}\! e^{-i(q_z+tq_x)z}dz-e^{-iq_xW/2}\!\int_{-h/2}^{h/2}\! e^{-i(q_z-tq_x)z}dz\right].
\]

Since \(\int_{-h/2}^{h/2}e^{-i\kappa z}dz=hS(\kappa h/2)\), the natural variables are

\[
u=\frac{q_zh}{2},\qquad v=\frac{tq_xh}{2}=\frac{q_xs}{2},
\]

and

\[
F=\frac{h}{iq_x}\left[e^{iq_xW/2}S(u+v)-e^{-iq_xW/2}S(u-v)\right].
\]

For real \(A,B\), \(|Ae^{i\phi}-Be^{-i\phi}|^2=A^2+B^2-2AB\cos2\phi\). With \(\phi=q_xW/2\),

\[
|F|^2=\frac{h^2}{q_x^2}\Big[S^2(u+v)+S^2(u-v)-2c\,S(u+v)S(u-v)\Big],\qquad c=\cos(q_xW). \tag{1}
\]

For \(v=0\) the bracket becomes \(2(1-c)S^2(u)=4\sin^2(q_xW/2)S^2(u)\), which is the rectangle again. Equation (1) was tested against direct area quadrature for 40 random shapes and wavevectors; the largest difference was \(7\times10^{-14}\) of \(h^2/q_x^2\).

## Why the ridges follow the wall normals

The right wall is the line \(x+tz=W/2\), with normal \((1,t)\). Its term in \(F\) is largest at \(u=v\), that is at \(q_z=tq_x\), which is the direction of this normal. The left wall gives \(q_z=-tq_x\). Physically, all points of a flat wall scatter in phase when \(\mathbf q\) is perpendicular to it.

On the right-wall ridge \(q=q_x/\cos\beta\), and the wall length is \(L=h/\cos\beta\). Equation (1) becomes

\[
q^2|F|^2=L^2\left[1+S^2(2v)-2c\,S(2v)\right],
\]

which tends to \(L^2\) at large \(v\). In another direction \(q_z=pq_x\), with finite \(p\ne\pm t\), we have \(u\pm v=q_xh(p\pm t)/2\). Using \(|S(a)|\le1/|a|\),

\[
|F|^2\le\frac4{q_x^4}\left(\frac1{|p+t|}+\frac1{|p-t|}\right)^2 .
\]

So the intensity falls as \(q^{-2}\) along a wall normal and is bounded by a \(q^{-4}\) law elsewhere. The direction \(q_x=0\), normal to the top and bottom faces, is excluded here. For the example line below, averages over \(q=1.5\)–3 and 3–6 nm⁻¹ gave decay powers of 2.01 along the wall normal and 3.93 at 45°.

## When two peaks are two ridges

A grating of pitch \(P\) has diffraction orders at \(q_x=2\pi n/P\). Its lines lie in one plane, so \(q_z\) can be varied continuously by rotating the sample. What is measured is therefore a set of cuts through (1) at fixed \(q_x\).

To see whether the centre of a cut is a maximum, expand about \(u=0\). As \(S\) is even, \(S(u-v)=S(v-u)\), and

\[
S(v\pm u)=S\pm uS'+\tfrac12u^2S''+\dots,
\]

with the functions on the right taken at \(v\). To order \(u^2\), the sum of squares is \(2S^2+2u^2(S'^2+SS'')\) and the product is \(S^2+u^2(SS''-S'^2)\). The bracket in (1) is therefore

\[
2(1-c)S^2+2u^2\left[(1+c)S'^2+(1-c)SS''\right]+\dots \tag{2}
\]

There are three instructive cases.

**\(c=-1\).** The coefficient of \(u^2\) is \(4SS''\). The centre stays a maximum until \(S''\) first vanishes. Differentiating \(aS=\sin a\) twice gives \(S''=-S-2S'/a\), so the zero satisfies \(\tan a=2a/(2-a^2)\). Its first positive root is \(u_0=2.0816\). Below \(v=u_0\) the two wall contributions form one central peak.

**\(c=0\).** The interference term is absent and the centre splits when \(S'^2+SS''=0\), at \(v=1.3031\).

**\(c=1\).** The centre is dark for every \(v\), since the two amplitudes cancel at \(u=0\). For small \(v\),

\[
S(u+v)-S(u-v)\simeq2vS'(u),
\]

whose largest magnitude is at \(S''(u)=0\), or \(u=\pm u_0\). At this order the sidewall angle changes their strength but not their position. Their position \(q_z=\pm2u_0/h\) measures the height. Taking them for ridges gives the false angle

\[
\tan\beta_{\rm false}=\frac{2u_0}{q_xh}.
\]

Quadrature confirmed the thresholds for \(c=-1\) and \(c=0\), and placed the false pair of a wall tilted by only 0.2° at \(u=2.0816\).

For \(u_0<v<\pi\) both \(S\) and \(S''\) are positive, so the centre is a minimum for every \(c\). For \(v>\pi\) a weak central lobe may return, but its height in the bracket of (1) is at most \(4S^2(v)<4/\pi^2\approx0.41\). The ridge value at \(u=v\) is at least \((1-|S(2v)|)^2>(1-1/2\pi)^2\approx0.71\). To have two main peaks whatever the value of \(c\), one thus needs

\[
q_xs>2u_0=4.163,\qquad\text{or}\qquad n>\frac{u_0P}{\pi s}. \tag{3}
\]

The numerical output calls this limit "safe". It is safe against an unsplit centre, but it does not guarantee an accurate angle: for \(c=-1\) the two maxima start from \(u=0\) at threshold, cross the ridge position just below \(v=2.3\) and then overshoot it, by about 19% in \(u\) at \(v=2.6\). In the example below, order 11 satisfies (3) and still reads 4.77° for a 4° wall.

## Displacement of a resolved peak

Set \(u=v+\delta\) and \(X=2v=q_xs\gg1\). Near the right-wall ridge the bracket in (1) is

\[
S^2(\delta)+S^2(X+\delta)-2c\,S(\delta)S(X+\delta).
\]

Its derivative must vanish at the maximum. For small \(\delta\), \(S(\delta)\simeq1-\delta^2/6\), so the first term contributes \(-2\delta/3\). The second contributes \(2S(X)S'(X)=O(X^{-2})\). In the third, \(S'(X)=\cos X/X+O(X^{-2})\), while the part containing \(S'(\delta)\) is of order \(\delta/X\). With \(\delta=O(1/X)\),

\[
-\frac{2\delta}{3}-\frac{2c\cos X}{X}=O(X^{-2}),
\qquad
\delta=-\frac{3c\cos X}{X}+O(X^{-2}).
\]

The tangent read from the peak is \(q_z/q_x=tu/v\). Its relative error is \(\delta/v=2\delta/X\):

\[
\frac{\Delta(\tan\beta)}{\tan\beta}=-\frac{6\cos(q_xW)\cos(q_xs)}{(q_xs)^2}+O\big((q_xs)^{-3}\big). \tag{4}
\]

The displacement comes from the tail of the other wall's diffraction pattern. For equal line and space, \(W=P/2\), we have \(q_xW=n\pi\) and \(c=(-1)^n\), so this factor alternates in sign between successive orders.

That alternation can be used. Add \(q_x^2|F|^2\) for several orders at the same \(p=q_z/q_x\), and let \(e=(p-t)/t\) be the relative error of the summed peak. In order \(n\), \(\delta_n=X_ne/2\), so \(d\delta_n/de=X_n/2\). Setting the derivative of the sum to zero at leading order gives

\[
\sum_n\frac{X_n}{2}\left[-\frac{X_ne}{3}-\frac{2c_n\cos X_n}{X_n}\right]=0
\quad\Rightarrow\quad
e=-\frac{6\sum_nc_n\cos X_n}{\sum_nX_n^2}. \tag{5}
\]

The numerator largely cancels if \(\cos X_n\) changes slowly while \(c_n\) alternates. For other ratios \(W/P\) the cancellation must be checked from (5).

## Reading the angle in a rotation scan

Rotate the sample about the line direction, with \(\omega=0\) at normal incidence. Let \(k=2\pi/\lambda\) and let \(\theta\) be the scattering angle. In sample coordinates

\[
\mathbf k_i=k(-\sin\omega,\cos\omega),\qquad
\mathbf k_f=k(\sin(\theta-\omega),\cos(\theta-\omega)).
\]

The sum-to-product identities give

\[
\mathbf q=\mathbf k_f-\mathbf k_i=2k\sin\frac\theta2\left(\cos\Big(\frac\theta2-\omega\Big),\,-\sin\Big(\frac\theta2-\omega\Big)\right),
\]

and hence

\[
\frac{q_z}{q_x}=\tan\left(\omega-\frac\theta2\right). \tag{6}
\]

The two peaks of one order lie at \(q_z/q_x=\pm\tan\psi\). They have the same \(q=q_x/\cos\psi\), hence the same \(\theta\), and appear at \(\omega_\pm=\theta/2\pm\psi\). Half their separation is \(\psi\). The offset \(\theta/2\) cancels, as does a constant error in the zero of \(\omega\). The reading \(\psi\) still carries the interference error (4).

## Roughness limits the usable orders

Let each wall be displaced along \(x\) by an independent Gaussian amount \(d\) of zero mean and rms \(\sigma\), independently from line to line. Its term in \(F\) acquires \(e^{-iq_xd}\), whose average is \(e^{-q_x^2\sigma^2/2}\). In a grating of \(N\) lines the averages add in phase to an amplitude proportional to \(N\), whereas the fluctuations grow as \(\sqrt N\). The Bragg intensity for large \(N\) is therefore

\[
I_n\propto|F|^2e^{-q_x^2\sigma^2}. \tag{7}
\]

Both walls carry the same factor and it does not depend on \(q_z\), so in this model roughness weakens the ridges without moving them. At threshold (3) the factor is \(\exp[-(2u_0\sigma/s)^2]\). Direct reading is thus controlled by the ratio of wall roughness to wall run.

## Worked example

The line has \(P=90\) nm, \(W=45\) nm, \(h=100\) nm, \(\beta=4^\circ\) and \(\sigma=1\) nm. Then \(s=100\times0.06993=6.993\) nm, and (3) requires \(q_x>4.163/6.993=0.595\) nm⁻¹, so the first order above threshold is \(n=9\). The highest peak in each cut gives these angles:

| Order | \(q_xs\) | Angle read |
|---:|---:|---:|
| 2 | 0.976 | 16.64° |
| 4 | 1.953 | 8.57° |
| 5 | 2.441 | 0° |
| 7 | 3.417 | 0° |
| 12 | 5.858 | 3.40° |
| 13 | 6.346 | 4.48° |
| 14 | 6.835 | 3.45° |
| 15 | 7.323 | 4.12° |
| 16 | 7.811 | 4.05° |
| 17 | 8.299 | 3.86° |
| 18 | 8.787 | 4.30° |
| 19 | 9.275 | 3.73° |

Orders 2 and 4 have \(c=1\) and show the false pair. For order 2 the small-\(v\) formula gives \(\tan\beta_{\rm false}=4.163/(0.1396\times100)=0.298\), or 16.6°. Orders 5 and 7 have \(c=-1\) and \(v<u_0\), so they show one central peak.

For order 19, \(c=-1\) and \(\cos(9.275)=-0.989\). Equation (4) predicts a relative error of \(-6\times0.989/9.275^2=-6.9\%\), or about −0.28°; the reading is low by 0.27°. For order 15 it predicts +5.7%, against about +3.1% found. The neglected terms matter there. For order 16, where \(\cos(q_xs)\) is small, even the sign is wrong: (4) gives −0.4%, while the reading is high by 1.3%. Equation (4) thus indicates the usual size of the error and should not be used as a correction.

The largest single-order error among orders 12–19 is about 0.6°. Their sum gives 3.945°, an error of −0.055°. In (5), \(\sum c_n\cos X_n=0.92\) and \(\sum X_n^2=468\), so \(e=-6\times0.92/468=-1.2\%\), or −0.05°, in agreement.

At 17 keV, \(\lambda=0.0729\) nm. The order-16 scan has peaks at \(\omega=4.425^\circ\) and −3.681°. Half their separation is 4.053°, the same as the reading in the table. Their mean, 0.372°, is the offset \(\theta/2\). Using the positive peak alone would add this offset to the angle.

For order 15, (7) gives a roughness factor of 0.334; a simulated grating of 4000 randomly displaced lines gave 0.341.

## Relation to real resist lines

These dimensions are in the rough regime of an ArF immersion resist grating. Real walls need not be flat, nor top corners sharp. Applied separately, a 1 nm outward bow at mid-height changes the summed reading of orders 12–19 by 0.006°, and a 5 nm top radius changes it by about 0.07° (0.068° for a circular arc added to the tilted wall, 0.066° for a circle exactly tangent to wall and top). Both values depend on which orders are summed. The latter is comparable with the interference error, so hundredths of a degree have no meaning without a shape model. An intensity factor \(1/\cos^2\psi\), representing a slowly varying path correction, changes the reading by 0.004°. For a rough polymer density of 400 electrons/nm³, the X-ray phase shift through the line height is 0.0082 rad. This supports the Born approximation for the main scattering, but it does not bound the relative correction to a weak high order. Background and counting noise are not modelled.

A thinner line in the rough regime of EUV resist behaves differently. Take \(P=32\) nm, \(W=16\) nm and \(h=35\) nm, with \(\beta\) and \(\sigma\) unchanged. The run is only 2.447 nm. The threshold order is almost the same, 8.66 against 8.53, but it lies at a much larger \(q_x\). The order-12 peak, relative to the order-1 peak of the same grating, is \(9.0\times10^{-6}\), against \(1.1\times10^{-3}\) for the thicker line. For order 19 the values are \(7.3\times10^{-10}\) and \(1.3\times10^{-4}\). If these orders are lost in the background, the angle must come from a model fit to lower orders.

## Implementation

1. Estimate \(s\) from the expected height and angle, and discard direct readings that fail (3). Two peaks in a cut are not sufficient evidence of ridges.
2. Convert each rotation scan to \(q_z/q_x\) with (6), centring it on the midpoint of the two peaks if the zero of \(\omega\) is uncertain.
3. Subtract the background and multiply each order by \(q_x^2e^{q_x^2\sigma^2}\). The summed reading above assumes that the roughness factor has been removed in this way; otherwise the orders have different weights.
4. Sum successive orders at equal \(q_z/q_x\), locate the peak and estimate the remaining error with (5). When the sum in its numerator nearly cancels, the neglected terms can be as large as the result, so a very small value from (5) does not guarantee an equally small error.
5. If too few orders survive, fit (1) multiplied by (7), with a scale and a background, to all cuts together. Height, width and the size of the angle are then fitted jointly, and rounding or bow should be added where the data require it. Two choices must come from other knowledge of the line. At the diffraction orders \(c=\cos(2\pi nW/P)\), so \(W\) and \(P-W\) give the same intensities. Near \(W=P/2\), as in the worked example, the intensities change only at second order in \(W-P/2\), and the fit determines the width less precisely than it does away from \(P/2\). Equation (1) is also unchanged when \(\beta\) changes sign, so it cannot tell a line that narrows upwards from one that overhangs.

## Numbers as computed

```
pitch, mid width, height: 90, 45, 100 nm
true sidewall angle from wafer normal: 4.000 deg
tan(beta): 0.06993; run of one wall s: 6.993 nm
closed form, largest scaled error: 7.4e-14
decay power along sidewall normal: 2.009
decay power at 45 deg: 3.926
wall length: 100.24 nm; from ridge: 100.29 nm
u0, first zero of S'': 2.0816
splitting v for cos=-1, quadrature: 2.0816
splitting v for cos=0: 1.3031; quadrature: 1.3031
false-pair u for 0.2 deg wall, order 2: 2.0816
safe qx s: 4.1632; safe qx: 0.5954 1/nm
safe order must exceed: 8.53
order 2: qx 0.1396 1/nm, qx s 0.976, angle read 16.644 deg
order 4: qx 0.2793 1/nm, qx s 1.953, angle read 8.572 deg
order 5: qx 0.3491 1/nm, qx s 2.441, angle read 0.000 deg
order 7: qx 0.4887 1/nm, qx s 3.417, angle read 0.000 deg
order 12: qx 0.8378 1/nm, qx s 5.858, angle read 3.395 deg
order 13: qx 0.9076 1/nm, qx s 6.346, angle read 4.477 deg
order 14: qx 0.9774 1/nm, qx s 6.835, angle read 3.445 deg
order 15: qx 1.0472 1/nm, qx s 7.323, angle read 4.124 deg
order 16: qx 1.1170 1/nm, qx s 7.811, angle read 4.053 deg
order 17: qx 1.1868 1/nm, qx s 8.299, angle read 3.855 deg
order 18: qx 1.2566 1/nm, qx s 8.787, angle read 4.298 deg
order 19: qx 1.3265 1/nm, qx s 9.275, angle read 3.726 deg
largest single error, orders 12-19: 0.605 deg
angle from summed orders 12-19: 3.945 deg
error of summed reading: -0.055 deg
photon energy: 17 keV; wavelength 0.07293 nm
scan peaks, order 16: 4.425 and -3.681 deg
half separation: 4.053 deg; offset: 0.372 deg
wall displacement rms sigma: 1.0 nm
order 15 damping: formula 0.3340, 4000 random lines 0.3412
bow of 1 nm changes summed reading: 0.006 deg
top radius 5 nm changes summed reading: 0.068 deg
factor 1/cos^2 changes summed reading: 0.0040 deg
electron density: 400 per nm^3; X-ray phase shift: 0.0082 rad
thin line pitch, width, height: 32, 16, 35 nm
thin line run: 2.447 nm; safe order must exceed: 8.66
order 12 peak / order 1 peak: thick 1.08e-03, thin 8.98e-06
thin line order 12: qx 2.356 1/nm, damping 3.88e-03
order 19 peak / order 1 peak: thick 1.31e-04, thin 7.28e-10
thin line order 19: qx 3.731 1/nm, damping 9.03e-07
```
